# Why scaling spin-orbit coupling differs from scaling the speed of light

**Q:** I want to know how much of a bismuth result is due to spin-orbit coupling. My pseudopotential has an $\mathbf L\cdot\mathbf S$ term, which I multiply by $\lambda$. A colleague with an all-electron Dirac code changes the speed of light instead. Spin-orbit coupling is of order $1/c^2$, so if he multiplies $1/c^2$ by $x$ and I set $\lambda=x$, we are doing the same calculation. Is there anything to add?

**A:** What does your scaling do to the 6s level?

**Q:** Nothing, since an s state has no orbital angular momentum. And his should do nothing either, for the same reason.

**A:** The second claim can be checked from the radial Dirac equations. I use atomic units, measure energies without the rest energy, and write $P$ and $Q$ for the large and small radial components. The quantum number $\kappa$ is $-1$ for s$_{1/2}$, $1$ for p$_{1/2}$ and $-2$ for p$_{3/2}$. With $D=d/dr+\kappa/r$ and $c_x=c/\sqrt x$,

$$DP=\left[2c_x+\frac{\varepsilon-V}{c_x}\right]Q,\qquad \left(\frac{d}{dr}-\frac{\kappa}{r}\right)Q=-\frac{\varepsilon-V}{c_x}P .$$

Define $\varphi$ by $Q=D\varphi/(2c_x)$. Since $1/c_x^2=x\alpha^2$, with $\alpha=1/c$ the physical value, the equations become

$$DP=D\varphi+\frac{x\alpha^2}{2}(\varepsilon-V)D\varphi,\qquad -\frac12\left(\frac{d}{dr}-\frac{\kappa}{r}\right)D\varphi+VP=\varepsilon P .$$

At $x=0$ the first gives $\varphi=P$. In the second,

$$\left(\frac{d}{dr}-\frac{\kappa}{r}\right)\left(\varphi'+\frac{\kappa}{r}\varphi\right)=\varphi''-\frac{\kappa(\kappa+1)}{r^2}\varphi ,$$

because the two terms in $\varphi'$ cancel. As $\kappa(\kappa+1)=l(l+1)$, this is the Schrödinger equation. So $x=0$ is the nonrelativistic atom.

**Q:** And in between, how does a level move with $x$?

**A:** Hold $V$ fixed. Both equations follow from making this expression stationary in $P$ and $\varphi$:

$$J=\int\left[(V-\varepsilon)P^2+DP\,D\varphi-\tfrac12(D\varphi)^2+\frac{x\alpha^2}{4}(V-\varepsilon)(D\varphi)^2\right]dr .$$

Varying $\varphi$ gives the first equation, multiplied by $D\delta\varphi$ and integrated. Varying $P$ gives the second after an integration by parts. $J$ is quadratic in the pair $(P,\varphi)$, so it vanishes at a solution. Differentiate $J=0$ with respect to $x$. The changes of $P$ and $\varphi$ drop out by stationarity, leaving

$$0=\frac{\alpha^2}{4}\int(V-\varepsilon)(D\varphi)^2dr-\frac{d\varepsilon}{dx}\int\left[P^2+\frac{x\alpha^2}{4}(D\varphi)^2\right]dr .$$

The last term in the bracket is $Q^2$, so the bracket integrates to one. Therefore

$$x\frac{d\varepsilon}{dx}=\int(V-\varepsilon)\,Q^2\,dr .$$

Nothing here singles out states with $l>0$. An s state has a small component too, and the integral is negative when $Q$ lives mainly where $V<\varepsilon$. For bismuth at $x=1$ it is $-7.30$ eV for 6s, a value tested against finite differences in $x$.

**Q:** Then where is the spin-orbit term in this? I expected to see $\mathbf L\cdot\mathbf S$.

**A:** It is inside $(D\varphi)^2$. Expand the square and use $2\varphi\varphi'=(\varphi^2)'$:

$$\int V(D\varphi)^2dr=\int V\left[\varphi'^2+\frac{\kappa^2}{r^2}\varphi^2\right]dr+\kappa\int\frac Vr(\varphi^2)'dr .$$

For a nucleus of finite size the boundary terms vanish, and the last integral becomes

$$-\kappa\int\left(\frac{V'}{r}-\frac{V}{r^2}\right)\varphi^2dr .$$

Its $V/r^2$ part joins $\kappa^2$ to make $\kappa(\kappa+1)=l(l+1)$. Since $\mathbf L\cdot\mathbf S=-(\kappa+1)/2$, we also have $-\kappa=1+2\,\mathbf L\cdot\mathbf S$. Hence

$$\int V(D\varphi)^2dr=\int V\left[\varphi'^2+\frac{l(l+1)}{r^2}\varphi^2\right]dr+(1+2\,\mathbf L\cdot\mathbf S)\int\frac{V'}{r}\varphi^2dr .$$

The parameter $x$ multiplies all of this. Your $\lambda$ corresponds to multiplying the $2\,\mathbf L\cdot\mathbf S$ part alone. What remains at $\lambda=0$ is scalar relativity, which an s state feels in full.

**Q:** Could the scalar part be a higher-order effect, which matters in bismuth but fades in a lighter atom, so that $\lambda=x$ becomes right there?

**A:** No, both are of order $\alpha^2$. Take one electron with $V=-Z/r$ at leading order. For 1s, $\varphi\propto re^{-Zr}$ and $\kappa=-1$, so $D\varphi=\varphi'-\varphi/r=-Z\varphi$. With $\varepsilon=-Z^2/2$ and $\langle V\rangle=-Z^2$,

$$\frac{d\varepsilon_{1s}}{dx}=\frac{\alpha^2Z^2}{4}\left(-Z^2+\frac{Z^2}{2}\right)=-\frac{\alpha^2Z^4}{8}.$$

For 2p, $\mathbf L\cdot\mathbf S$ is $1/2$ in p$_{3/2}$ and $-1$ in p$_{1/2}$. The difference $3/2$ gives a splitting of

$$x\,\frac{\alpha^2}{4}\cdot2\cdot\frac32\left\langle\frac{V'}{r}\right\rangle=x\,\frac{3\alpha^2Z}{4}\left\langle\frac1{r^3}\right\rangle .$$

The normalized density is $\varphi^2=(Z^5/24)r^4e^{-Zr}$, so $\langle r^{-3}\rangle=(Z^5/24)\int re^{-Zr}dr=Z^3/24$, and the splitting is $x\alpha^2Z^4/32$. At this order the 1s shift is four times as large in magnitude, whatever $Z$ is. In a light atom both effects are small, but their ratio does not go to zero.

**Q:** My pseudopotential was generated from a Dirac atom. Doesn't its $\mathbf L\cdot\mathbf S$ term carry the relativity?

**A:** Only the difference between the two $j$ channels. Let me build one. Take the Dirac level $\varepsilon$ of 6s, 6p$_{1/2}$ or 6p$_{3/2}$. Outside a core radius $r_c$, use the decaying Schrödinger solution at that energy, matched in amplitude to $P$ at $r_c$. Inside, use Kerker's form

$$u=r^{l+1}e^{p(r)},\qquad p=a_0+a_2r^2+a_3r^3+a_4r^4 .$$

From $u'/u=(l+1)/r+p'$,

$$\frac{u''}{u}=\left(\frac{u'}{u}\right)'+\left(\frac{u'}{u}\right)^2=\frac{l(l+1)}{r^2}+p''+p'^2+\frac{2(l+1)}{r}p' .$$

Inserting this in the Schrödinger equation gives the potential

$$V_{ps}=\varepsilon+\frac12\left[p''+p'^2+\frac{2(l+1)}{r}p'\right].$$

Continuity of $u$, $u'$ and $V_{ps}$ fixes $p$, $p'$ and $p''$ at $r_c$. That is three conditions for four coefficients. The remaining freedom is to add $\tau q(r)$, where $q$ has a triple zero at $r_c$ and no term linear in $r$. Write $q=(r-r_c)^3(r-b)$. Its linear coefficient is $-r_c^3-3br_c^2$, so $b=-r_c/3$ and

$$q=(r-r_c)^3\left(r+\frac{r_c}{3}\right)<0\quad\text{for }0\le r<r_c .$$

The inner charge $N=\int_0^{r_c}u^2dr$ obeys $dN/d\tau=2\int_0^{r_c}q\,u^2dr<0$, and it runs from infinity to zero as $\tau$ runs from $-\infty$ to $\infty$. Exactly one $\tau$ makes the total norm one.

**Q:** How good is that for bismuth?

**A:** I used core radii of 1.11 Å for s and 1.32 Å for p. The charge inside $r_c$ for 6s is 0.5100, against 0.5098 for the Dirac orbital. The levels are reproduced to better than 0.001 meV when the equation is solved with finite elements that have a boundary at $r_c$. The same potentials in a set of 16 Gaussians miss by up to 14 meV, so the solver needs as much care as the potential.

Now separate the p channels by requiring $V_j=\bar V+V_{SO}\,\mathbf L\cdot\mathbf S$:

$$V_{3/2}=\bar V+\tfrac12V_{SO},\qquad V_{1/2}=\bar V-V_{SO}.$$

Subtracting gives $V_{SO}=\frac23(V_{3/2}-V_{1/2})$. Adding twice the first to the second gives $\bar V=\frac13(2V_{3/2}+V_{1/2})$. Your scaled potential is $\bar V+\lambda V_{SO}\,\mathbf L\cdot\mathbf S$. The scalar relativistic effects sit in $\bar V$ and in the s potential, and $\lambda$ multiplies neither.

**Q:** So with $\lambda$ the 6s level and the weighted mean of the 6p levels are both constant?

**A:** At fixed screening, 6s is constant. The 6p mean is only stationary at $\lambda=0$. There both $j$ share one orbital $u$, and the first-order shifts are $\lambda\langle V_{SO}\rangle$ times $-1$ and $\frac12$. With the degeneracy weights $\frac13$ and $\frac23$ they sum to zero.

At finite $\lambda$ the mean falls. Each level is the lowest of its channel, so it is the minimum over trial functions of an energy linear in $\lambda$. A minimum of straight lines is concave. The weighted mean is then concave as well, and a concave function with zero slope at $\lambda=0$ has its maximum there. For bismuth at fixed screening, the mean goes from $-4.794$ eV at $\lambda=0$ to $-4.912$ eV at $\lambda=1$.

**Q:** But I run self-consistently. The p density changes, so 6s must feel it.

**A:** It does, but not at first order if the p shell is filled statistically. For 6p$^3$ that means one electron in p$_{1/2}$ and two in p$_{3/2}$. The direct change of each orbital is $\lambda\,(\mathbf L\cdot\mathbf S)_j\,\chi$, with the same $\chi$ for both, so the density changes by

$$\delta n=2\lambda u\chi\left[1\cdot(-1)+2\cdot\tfrac12\right]=0 .$$

With no first-order source, the screening has no first-order response, unless the atom is at an instability. The computed slopes at $\lambda=0$ are $-0.00003$ eV for 6s and $-0.0001$ eV for the 6p mean, against 1.78 eV for the splitting.

If you put two electrons in p$_{1/2}$ and one in p$_{3/2}$, the bracket is $2\cdot(-1)+\frac12=-\frac32$. The cancellation is lost, and 6s can then move at first order.

**Q:** Let me see the two scalings side by side.

**A:** These are self-consistent levels in eV. The atom is spherical, with statistical occupations and the local density approximation. The pseudopotential runs keep the core density frozen.

| Scaling | 6s | 6p$_{1/2}$ | 6p$_{3/2}$ | 6p mean |
|---|---|---|---|---|
| none | −14.658 | −6.224 | −4.256 | −4.912 |
| $\lambda=0.5$ | −14.668 | −5.442 | −4.509 | −4.820 |
| $x=0.5$ | −12.867 | −5.436 | −4.592 | −4.873 |
| $\lambda=0$ | −14.672 | −4.790 | −4.790 | −4.790 |
| $x=0$ | −11.593 | −4.904 | −4.904 | −4.904 |

At one half, the splittings are 0.933 eV for $\lambda$ and 0.843 eV for $x$, which look like two versions of the same thing. The 6s level shows that they are not. It has moved by $-0.010$ eV in one case and by $+1.791$ eV in the other.

**Q:** Perhaps $\lambda=x$ is just the wrong dictionary. Could some other function $\lambda(x)$ make the two agree?

**A:** Look at the end point. To remove the splitting you need $\lambda=0$, and he needs $x=0$. Any dictionary must pair these two, and there 6s differs by

$$-11.593-(-14.672)=3.079\ \text{eV}.$$

Most of that is his own shift from the physical atom, $-11.593+14.658=3.065$ eV, or 0.1126 hartree. The remaining 0.014 eV is your small second-order shift.

**Q:** The 6p column puzzles me. You say that changing $c$ moves the scalar levels, but his 6p mean goes from $-4.912$ to $-4.904$ eV. Mine moves by 0.122 eV. By that measure, I am the one disturbing the scalar level.

**A:** The weighted mean is not a purely scalar quantity at finite coupling, as the concavity argument showed. Use the all-electron atom with $\lambda=0$ and the physical $c$ as an intermediate station. This is Dyall's spin-free equation, which drops the $2\,\mathbf L\cdot\mathbf S$ part of the operator above. Its 6p level is $-4.791$ eV. Going from the nonrelativistic atom to the physical one,

$$-4.904\ \xrightarrow{\ +0.113\ }\ -4.791\ \xrightarrow{\ -0.121\ }\ -4.912\ \text{eV}.$$

Scalar relativity raises 6p by 0.113 eV, and spin-orbit coupling lowers the mean by 0.121 eV. The near-constancy between the end points is a cancellation. It does not persist elsewhere: at $x=0.5$ the mean is $-4.873$ eV, and at $x=1.5$ it is $-5.103$ eV.

**Q:** Why does scalar relativity raise 6p? Your slope formula was negative for 6s, and I would guess that it is for 6p too.

**A:** It is: the weighted 6p mean has the slope $-1.85$ eV at $x=1$. But that formula holds the potential fixed, while a self-consistent atom also changes its density. The two effects can be separated by first making $c$ infinite in the frozen potential of the physical atom, and then letting the density relax:

- 6s rises from $-14.658$ to $-9.482$ eV, by 5.176 eV. Relaxation then lowers it by 2.111 eV. The net shift is $+3.065$ eV.
- The 6p mean rises from $-4.912$ to $-3.553$ eV, by 1.359 eV. Relaxation then lowers it by 1.351 eV. The net shift is $+0.008$ eV.

So relativity acts directly on 6p as well, but the change of screening nearly undoes it. These 6p numbers still include spin-orbit coupling, which in the pseudopotential at fixed screening lowers the mean by $4.912-4.794=0.118$ eV. Without that part the direct lowering is about $1.359-0.118\approx1.24$ eV, less than the 1.35 eV by which the change of screening raises the level. That is why scalar relativity alone raises 6p, by about 0.11 eV. The relativistic charge is, on balance, more compact and screens the nucleus better. That charge includes the 6s and 6p electrons themselves, so the effect should not be credited to the core alone. I have not separated the contributions of individual shells.

**Q:** Is my pseudopotential scaling at least a faithful version of scaling spin-orbit coupling in the real atom?

**A:** For these levels it is close. Two things differ. The all-electron calculation scales the coupling in every shell, while yours leaves the core as it was. Your $V_{SO}$ was also constructed at $\lambda=1$, and nothing forces it to follow the all-electron response exactly at other values. At $\lambda=0$ the all-electron levels are $-14.668$ eV for 6s and $-4.791$ eV for 6p, against your $-14.672$ and $-4.790$ eV. At $\lambda=1.5$ the 6p$_{1/2}$ levels are $-7.199$ and $-7.158$ eV, a difference of 0.041 eV. These errors depend on the core radius. At fixed screening, with p core radii of 1.01, 1.32 and 1.59 Å, the pseudopotential 6p level at $\lambda=0$ differs from the all-electron one by $+0.039$, $-0.002$ and $-0.008$ eV, and the 6p$_{1/2}$ level at $\lambda=1.5$ by $-0.064$, $+0.045$ and $+0.064$ eV. In all three cases exaggerated coupling is the less accurate use, but the close agreement at $\lambda=0$ is not guaranteed for every pseudopotential.

The splitting is not proportional to $\lambda$ either. The slope at zero would give 1.777 eV at $\lambda=1$, and the computed value is 1.968 eV. Along $x$ the curvature is stronger: doubling $x$ from 0.5 to 1 multiplies the splitting by $1.968/0.843=2.33$.

**Q:** Is there any way to reproduce his calculation with pseudopotentials?

**A:** Generate a new set at each $x$. Then $\bar V$, $V_{SO}$ and the s potential all change, and the construction reproduces his 6s and 6p levels in the reference atom. What cannot work is to keep one set and turn a single knob on $V_{SO}$.

**Q:** Which scaling should I use, then?

**A:** That depends on the question. "What does spin-orbit coupling do, with scalar relativity in place?" calls for $\lambda$. "What does relativity do?" calls for $x$. If he reports a change between $x=1$ and $x=0$ as a spin-orbit effect, a 3 eV shift of 6s is included in it. In this atom the s-p separation changes as well as the splitting: the distance from 6s to the 6p mean is $14.658-4.912=9.746$ eV in the physical atom and $11.593-4.904=6.689$ eV at $x=0$. With your $\lambda=0$ it is $14.672-4.790=9.882$ eV.

**Q:** How far should I trust the digits?

**A:** The all-electron levels are converged to the digits shown for this nuclear size. Shrinking the nucleus from 5.5 to 1 fm at fixed screening lowers 6s by 0.018 eV at $x=1$ and by 0.075 eV at $x=1.5$. The pseudopotential levels away from $\lambda=1$ are less certain: over p core radii from 1.01 to 1.59 Å they spread by about 0.05 eV at $\lambda=0$ and 0.13 eV at $\lambda=1.5$. Direct integration of the Dirac equations puts the basis error of the reference levels near 0.1 meV. The model itself is cruder. It omits the Breit interaction, quantum electrodynamic corrections, relativistic exchange-correlation (the relativistic correction to local exchange alone raises 6s by about 0.07 eV) and the multiplets of the open shell, and its levels are Kohn-Sham eigenvalues, not measured ionization energies. The numerical output below also lists the levels at a scale factor of 1.5.

**Q:** Then I withdraw $\lambda=x$. We agree at one, where neither of us has changed anything, and my $\lambda=0$ is still a relativistic atom.

## Values computed for the example and the checks

```
Bi, Z = 83; nuclear rms radius (rough input) 5.5 fm
speed of light 137.036 atomic units
core radii: s 1.111, p 1.323 angstrom
6s: charge inside r_c, pseudo 0.50998, Dirac 0.50981
6p1/2: charge inside r_c, pseudo 0.46898, Dirac 0.46893
6p3/2: charge inside r_c, pseudo 0.31940, Dirac 0.31933
largest basis error, Dirac levels 0.101 meV
largest pseudo level error: finite elements 0.0000 meV
  same potentials in 16 Gaussians 13.872 meV
slope x dE/dx at x=1, fixed potential, eV:
  6s -7.295, 6p1/2 -3.974, 6p3/2 -0.793, 6p mean -1.853
pseudo slope dE/dlam at lam=0, self-consistent, eV:
  6s -0.00003, 6p mean -0.00010, splitting 1.7768
levels in eV: scale, 6s, 6p1/2, 6p3/2, 6p mean, splitting
1/c^2 scaled by x
  0.0   -11.593   -4.904   -4.904   -4.904   0.000
  0.5   -12.867   -5.436   -4.592   -4.873   0.843
  1.0   -14.658   -6.224   -4.256   -4.912   1.968
  1.5   -17.350   -7.498   -3.905   -5.103   3.593
all-electron L.S scaled by lam
  0.0   -14.668   -4.791   -4.791   -4.791   0.000
  0.5   -14.666   -5.437   -4.511   -4.820   0.927
  1.0   -14.658   -6.224   -4.256   -4.912   1.968
  1.5   -14.644   -7.199   -4.027   -5.084   3.172
pseudopotential L.S scaled by lam
  0.0   -14.672   -4.790   -4.790   -4.790   0.000
  0.5   -14.668   -5.442   -4.509   -4.820   0.933
  1.0   -14.658   -6.224   -4.256   -4.912   1.968
  1.5   -14.645   -7.158   -4.034   -5.076   3.124
pseudopotential, fixed screening
  0.0   -14.658   -4.794   -4.794   -4.794   0.000
  1.0   -14.658   -6.224   -4.256   -4.912   1.968
c infinite in the frozen physical potential
  0.0    -9.482   -3.553   -3.553   -3.553   0.000
shift from scale 1, eV: scale, then 6s and 6p mean
  x      0.0    3.065    0.008
  x      0.5    1.791    0.039
  x      1.5   -2.692   -0.191
  lam AE 0.0   -0.010    0.121
  lam AE 0.5   -0.008    0.093
  lam AE 1.5    0.014   -0.172
  lam PP 0.0   -0.014    0.122
  lam PP 0.5   -0.010    0.093
  lam PP 1.5    0.013   -0.163
6s shift, x from 1 to 0: 3.065 eV = 0.11262 hartree
6s at x=0 minus 6s at lam=0 (pseudo): 3.079 eV
6p at x=0 minus 6p at lam=0 (pseudo): -0.113 eV
6p at x=0 minus 6p at lam=0 (all-electron): -0.113 eV
```
